**Buckling and edge opening of a compressed oxide strip**

A detached strip of thickness h and half-width b buckles when its compression s0 exceeds sc = π²E′h²/(12b²), where E′ = E/(1−ν²), E is Young's modulus and ν is Poisson's ratio. Each edge then has energy release rate G = h(s0−sc)(s0+3sc)/(2E′). The program minimises the strip energy with polynomial shapes and asserts the buckling stress, crest height, bending moments and G. A separate finite-element model asserts that the edge moment opens the interface, that the released compression closes it, and that their energies add up to G. For a 2 µm alumina scale with rough typical parameters, the critical half-width is about 33 µm. At a half-width of 40 µm, G is about 3.5 J/m² and the edge is under both opening and shear. The largest face tension there is about 1.1 GPa, above the assumed oxide strength of 0.5 GPa, so the intact elastic buckle is a reference state. With equal elastic constants, opening ends near s0/sc = 7.5; the softer-alloy model gives about 13, evaluated at one small distance behind the tip.

## Numerical check

```python
"""Buckling of a compressed oxide strip detached from its alloy.

Result under test: a clamped strip (thickness h, half-width b) buckles at
sc = pi^2 E' h^2/(12 b^2), E' = E/(1-nu^2). For compression s0 > sc,
xi = crest height/h = sqrt(4/3*(s0/sc-1)) and, at each edge,
G = h*(s0-sc)*(s0+3*sc)/(2E'). The moment opens the edge; the released
compression closes it. Opening ends at s0/sc = 1+4*tan(omega)^2.
p is the released force per length, m = sqrt(12)*edge moment/h.
omega comes from a plane-strain finite-element calculation.
Numerical models use h = 1 and film E' = 1.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve, minimize
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Rough typical inputs: alumina scale on a ferritic alumina-forming alloy.
E, nu = 380e9, 0.25
E_alloy, nu_alloy, yield_alloy = 200e9, 0.30, 0.3e9
h, b_flat, b = 2e-6, 20e-6, 40e-6
mismatch, cooling = 4e-6, 600.0
toughness, strength, growth_stress = 3.0, 0.5e9, 0.2e9

Ep = E / (1 - nu**2)
s0 = E * mismatch * cooling / (1 - nu)
compliance = np.array([[1, -nu], [-nu, 1]]) / E
hooke = np.linalg.solve(compliance, -mismatch * cooling * np.ones(2))
assert np.allclose(hooke, -s0)
assert np.isclose(np.linalg.solve(compliance, [1.0, 0.0])[0], Ep)


def critical_stress(half_width):
    return np.pi**2 * Ep * h**2 / (12 * half_width**2)


def release_rate(stress, critical):
    return h * (stress - critical) * (stress + 3 * critical) / (2 * Ep)


sc = critical_stress(b)
ratio = s0 / sc
xi = np.sqrt(4 / 3 * (ratio - 1))
b_crit = np.pi * h * np.sqrt(Ep / (12 * s0))
G = release_rate(s0, sc)
m = np.sqrt(3) * sc * xi          # force per length divided by h
p = s0 - sc                      # force per length divided by h
face_tension = sc * (3 * xi - 1)

# Energy minimisation with clamped polynomials, not the cosine solution.
Poly = np.polynomial.Polynomial
shapes = [Poly([1, 0, -1])**2 * Poly([0, 1])**(2*k) for k in range(5)]


def overlap(f, g):
    primitive = (f * g).integ()
    return primitive(1) - primitive(-1)


bending = np.array([[overlap(f.deriv(2), g.deriv(2)) for g in shapes]
                    for f in shapes])
stretching = np.array([[overlap(f.deriv(), g.deriv()) for g in shapes]
                       for f in shapes])
assert abs(eigh(bending, stretching, eigvals_only=True)[0]
           / np.pi**2 - 1) < 1e-5
chol = np.linalg.cholesky(bending)
to_shape = np.linalg.inv(chol.T)


def relax_strip(half_width, stress):
    """Energy relative to the flat strip, and polynomial coefficients."""
    scale = half_width * stress**2

    def energy(a):
        c = to_shape @ a
        strain = c @ stretching @ c / (4 * half_width**2)
        value = (a @ a / (24 * half_width**3)
                 + half_width * ((stress - strain)**2 - stress**2))
        slope = (a / (12 * half_width**3)
                 - (stress - strain) * (to_shape.T @ stretching @ c)
                 / half_width)
        return value / scale, slope / scale

    start = chol.T @ np.array([0.5, 0, 0, 0, 0])
    found = minimize(energy, start, jac=True, method="BFGS",
                     options={"gtol": 1e-10, "maxiter": 1000})
    return found.fun * scale, to_shape @ found.x


stress_n, b_n, bc_n = s0 / Ep, b / h, b_crit / h
flat_energy, flat_shape = relax_strip(0.9 * bc_n, stress_n)
assert abs(flat_shape[0]) < 1e-3
assert abs(flat_energy) < 1e-8 * bc_n * stress_n**2
_, shape = relax_strip(b_n, stress_n)
edge_moment = 8 * shape.sum() / (12 * b_n**2)
crest_moment = abs(-4 * shape[0] + 2 * shape[1]) / (12 * b_n**2)
assert abs(abs(shape[0]) / xi - 1) < 2e-3
assert abs(abs(edge_moment) / (sc / Ep * xi / 2) - 1) < 5e-3
assert abs(crest_moment / abs(edge_moment) - 1) < 5e-3


def numerical_release(half_width):
    change = 0.005 * half_width
    upper = relax_strip(half_width + change, stress_n)[0]
    lower = relax_strip(half_width - change, stress_n)[0]
    return -(upper - lower) / (4 * change)


for trial in (ratio, 3.0, 6.0):
    expected = release_rate(s0, s0 / trial) / (Ep * h)
    measured = numerical_release(bc_n * np.sqrt(trial))
    assert abs(measured / expected - 1) < 5e-3
peak_numeric = numerical_release(bc_n * np.sqrt(3))
assert peak_numeric > numerical_release(bc_n * np.sqrt(2))
assert peak_numeric > numerical_release(bc_n * np.sqrt(5))


def element_stiffness(dx, dy, young, poisson):
    """Plane-strain stiffness of four-node rectangular elements."""
    elastic = young / ((1 + poisson) * (1 - 2*poisson)) * np.array([
        [1-poisson, poisson, 0], [poisson, 1-poisson, 0],
        [0, 0, (1-2*poisson)/2]])
    result = np.zeros((len(dx), 8, 8))
    points = (0.5 - 0.5/np.sqrt(3), 0.5 + 0.5/np.sqrt(3))
    for s in points:
        for t in points:
            gx = np.array([-(1-t), 1-t, t, -t]) / dx[:, None]
            gy = np.array([-(1-s), -s, s, 1-s]) / dy[:, None]
            strain = np.zeros((len(dx), 3, 8))
            strain[:, 0, 0::2] = gx
            strain[:, 1, 1::2] = gy
            strain[:, 2, 0::2] = gy
            strain[:, 2, 1::2] = gx
            stress = np.einsum("ij,ejk->eik", elastic, strain)
            result += (np.matmul(strain.transpose(0, 2, 1), stress)
                       * (dx * dy / 4)[:, None, None])
    return result


def mesh_cells(ids, x, y):
    nodes = np.stack([ids[:-1, :-1], ids[1:, :-1],
                      ids[1:, 1:], ids[:-1, 1:]], axis=-1).reshape(-1, 4)
    dx, dy = np.meshgrid(np.diff(x), np.diff(y), indexing="ij")
    dofs = (2*nodes[:, :, None] + np.array([0, 1])).reshape(-1, 8)
    return dofs, dx.ravel(), dy.ravel()


def edge_model(relative_E, poisson_sub, step):
    """Response to unit m (column 0) and unit p (column 1)."""
    half, size = [0.0], step
    while half[-1] < 60:
        half.append(half[-1] + size)
        size = size*1.3 if half[-1] > 5 else min(size*1.12, 0.12)
    depth, size = [0.0], step
    while depth[-1] < 60:
        depth.append(depth[-1] + size)
        size *= 1.2
    half = np.array(half)
    x = np.r_[-half[:0:-1], half]
    tip = len(half) - 1
    y_sub = -np.array(depth)[::-1]
    n_film = round(1 / step)
    y_film = np.linspace(0, 1, n_film + 1)
    sub = np.arange(len(x)*len(y_sub)).reshape(len(x), -1)
    film = sub.size + np.arange(len(x)*len(y_film)).reshape(len(x), -1)
    film[tip:, 0] = sub[tip:, -1]
    left = np.searchsorted(x, -4)
    sub_dofs, dx, dy = mesh_cells(sub, x, y_sub)
    sub_K = element_stiffness(dx, dy, relative_E*(1-nu**2), poisson_sub)
    film_dofs, dx, dy = mesh_cells(film[left:], x[left:], y_film)
    film_K = element_stiffness(dx, dy, 1-nu**2, nu)
    dofs = np.concatenate([sub_dofs, film_dofs])
    K = np.concatenate([sub_K, film_K])
    size_all = 2 * (sub.size + film.size)
    matrix = coo_matrix((K.ravel(), (np.repeat(dofs, 8, axis=1).ravel(),
                         np.tile(dofs, (1, 8)).ravel())),
                        shape=(size_all, size_all)).tocsr()
    fixed = np.unique(np.r_[sub[0], sub[-1], sub[:, 0]])
    fixed = np.r_[2*fixed, 2*fixed + 1]
    free = np.setdiff1d(np.unique(dofs), fixed)
    loads = np.zeros((size_all, 2))
    profiles = (np.sqrt(3)*(1-2*y_film), np.ones_like(y_film))
    for column, profile in enumerate(profiles):
        force = np.zeros(n_film + 1)
        force[:-1] += step*(2*profile[:-1] + profile[1:])/6
        force[1:] += step*(profile[:-1] + 2*profile[1:])/6
        loads[2*film[left], column] = -force
    displacement = np.zeros_like(loads)
    solver = splu(matrix[free][:, free].tocsc(),
                  permc_spec="MMD_AT_PLUS_A")
    displacement[free] = solver.solve(loads[free])
    film_force = np.zeros_like(loads)
    np.add.at(film_force, film_dofs,
              np.matmul(film_K, displacement[film_dofs]))
    xy = np.array([0, 1])
    gap = (displacement[2*film[tip-1, 0] + xy]
           - displacement[2*sub[tip-1, -1] + xy])
    tip_force = -film_force[2*sub[tip, -1] + xy]
    pull = -film_force[2*sub[tip:, -1] + 1]
    rotations, reaches = [], []
    for station in (-2, -3):
        i = np.searchsorted(x, station)
        rotations.append(displacement[2*film[i, -1]]
                         - displacement[2*film[i, 0]])
        reaches.append(-x[i])
    beam = np.sqrt(12) * (reaches[1] - reaches[0])
    assert abs((rotations[1][0]-rotations[0][0])/beam - 1) < 0.02
    root = rotations[0].copy()
    root[0] -= np.sqrt(12) * reaches[0]
    return gap, tip_force, root, x[tip:], pull


step = 1 / 80
gap, tip_force, root, x_edge, pull = edge_model(
    (1-nu**2)/(1-nu**2), nu, step)
parts = gap * tip_force / (2 * step)
omega = np.arctan(np.sqrt(parts[1, 0] / parts[0, 0]))
omega_p = np.arctan(np.sqrt(parts[0, 1] / parts[1, 1]))
assert gap[1, 0] > 0 and gap[1, 1] < 0
assert gap[0, 0] * gap[0, 1] > 0
assert np.all(np.abs(parts.sum(axis=0) / 0.5 - 1) < 0.03)
assert abs(np.degrees(omega - omega_p)) < 1.5
coarse_gap, coarse_force, _, _, _ = edge_model(1.0, nu, 1/40)
coarse = coarse_gap[:, 0] * coarse_force[:, 0]
omega_coarse = np.arctan(np.sqrt(coarse[1] / coarse[0]))
assert abs(np.degrees(omega - omega_coarse)) < 1.5

closing = 1 + 4*np.tan(omega)**2
closing_direct = 1 + 4*(gap[1, 0]/gap[1, 1])**2
assert abs(closing_direct / closing - 1) < 0.10
load = np.array([m, p]) / Ep
example_parts = (gap @ load) * (tip_force @ load) / (2 * step)
assert abs(example_parts.sum() / (G/(Ep*h)) - 1) < 0.03
K1 = (m*np.sin(omega) - p*np.cos(omega)) * np.sqrt(h/2)
K2 = (m*np.cos(omega) + p*np.sin(omega)) * np.sqrt(h/2)
assert K1 > 0 and (gap @ load)[1] > 0
assert abs(example_parts[1] / (K1**2/(Ep**2*h)) - 1) < 0.10
normal_pull = pull @ np.array([m, p])
assert abs(normal_pull.sum()) < 1e-6 * np.abs(normal_pull).sum()
first_push = np.flatnonzero(normal_pull < 0)[0]
assert first_push > 2
opening_length = (x_edge[first_push-1] + x_edge[first_push]) / 2
mean_opening = normal_pull[:first_push].sum() / opening_length

# Softer alloy: include edge rotation from both moment and released force.
alloy_gap, alloy_force, alloy_root, _, _ = edge_model(
    E_alloy/E, nu_alloy, step)
alloy_parts = alloy_gap * alloy_force / (2*step)
assert np.all(np.abs(alloy_parts.sum(axis=0)/0.5 - 1) < 0.04)


def flexible_strip(edge_root):
    def balance(unknown):
        q, amplitude = unknown
        N = q**2 / (12*b_n**2)
        moment = -amplitude * N * np.cos(q)
        slope = amplitude*q/b_n*np.sin(q)
        shortening = (amplitude*q/b_n)**2/4*(1-np.sin(2*q)/(2*q))
        return [slope - edge_root @ [np.sqrt(12)*moment, stress_n-N],
                (shortening - stress_n + N)/stress_n]
    solution, _, status, message = fsolve(
        balance, [3.0, xi/2], full_output=True, xtol=1e-11)
    assert status == 1, message
    q, amplitude = solution
    assert np.pi/2 < q < 3.3 and amplitude > 0
    N = q**2/(12*b_n**2)
    loads = np.array([-np.sqrt(12)*amplitude*N*np.cos(q), stress_n-N])
    return amplitude*(1-np.cos(q)), N, loads


rigid_height, rigid_N, _ = flexible_strip(np.zeros(2))
assert abs(rigid_height/xi - 1) < 1e-5
assert abs(rigid_N*Ep/sc - 1) < 1e-5
alloy_height, alloy_N, alloy_load = flexible_strip(alloy_root)
alloy_G = Ep*h*np.sum(alloy_load**2)/2
assert (alloy_gap @ alloy_load)[1] > 0
alloy_closing = 1 + 4*(alloy_gap[1, 0]/alloy_gap[1, 1])**2

# Separate thresholds and sizes of neglected effects.
spread_ratio = brentq(lambda r: release_rate(s0, s0/r)-toughness, 1, 3)
crack_ratio = brentq(lambda r: s0/r*(3*np.sqrt(4/3*(r-1))-1)
                     - strength, 1, 3)
shear_film = E/(2*(1+nu))
shear_alloy = E_alloy/(2*(1+nu_alloy))
beta = ((shear_film*(1-2*nu_alloy)-shear_alloy*(1-2*nu))
        / (2*(shear_film*(1-nu_alloy)+shear_alloy*(1-nu))))
phase_drift = abs(np.log((1-beta)/(1+beta))/(2*np.pi)*np.log(1/step))
Ep_alloy = E_alloy/(1-nu_alloy**2)
joint_E = 2/(1/Ep + 1/Ep_alloy)
plastic_size = joint_E*G/(6*np.pi*yield_alloy**2)
angles = np.linspace(0, np.pi, 2001)
slopes = np.pi*xi*h/(2*b)*np.sin(angles)
small = np.trapezoid(slopes**2/2, angles) if hasattr(np, "trapezoid") \
    else np.trapz(slopes**2/2, angles)
exact_length = np.sqrt(1+slopes**2)-1
large = np.trapezoid(exact_length, angles) if hasattr(np, "trapezoid") \
    else np.trapz(exact_length, angles)
slope_error = abs(large/small-1)
b_growth = np.pi*h*np.sqrt(Ep/(12*(s0+growth_stress)))


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Oxide Young modulus (rough)", E/1e9, "GPa", 0)
show("Oxide Poisson ratio (rough)", nu, digits=2)
show("Alloy Young modulus (rough)", E_alloy/1e9, "GPa", 0)
show("Alloy Poisson ratio (rough)", nu_alloy, digits=2)
show("Scale thickness", h*1e6, "um", 1)
show("Expansion mismatch (rough)", mismatch*1e6, "1e-6/K", 1)
show("Cooling interval", cooling, "K", 0)
show("Plane-strain oxide modulus", Ep/1e9, "GPa", 1)
show("Initial compression", s0/1e9, "GPa")
show("Critical half-width", b_crit*1e6, "um", 1)
show("Flat-patch half-width", b_flat*1e6, "um", 1)
show("Flat-patch buckling stress", critical_stress(b_flat)/1e9, "GPa")
show("Buckled-patch half-width", b*1e6, "um", 1)
show("Buckled-patch critical stress", sc/1e9, "GPa")
show("Compression / critical stress", ratio)
show("Crest height", xi*h*1e6, "um")
show("Crest height / thickness", xi)
show("Edge moment per length", sc*h*h*xi/2*1e3, "mN")
show("Moment load m/h", m/1e9, "GPa")
show("Released compression p/h", p/1e9, "GPa")
show("Largest face tension", face_tension/1e9, "GPa")
show("Energy release G", G, "J/m2", 2)
show("Maximum G over width", release_rate(s0, s0/3), "J/m2", 2)
show("Half-width at maximum G", b_crit*np.sqrt(3)*1e6, "um", 1)
show("Wide-strip limit of G", h*s0**2/(2*Ep), "J/m2", 2)
show("Computed omega from moment", np.degrees(omega), "deg", 1)
show("Computed omega from force", np.degrees(omega_p), "deg", 1)
show("Opening K_I", K1/1e6, "MPa sqrt(m)")
show("Shear |K_II|", K2/1e6, "MPa sqrt(m)")
show("Opening-zone length", opening_length*h*1e6, "um", 2)
show("Mean opening stress in zone", mean_opening/1e9, "GPa", 2)
show("Opening ends at stress ratio", closing, digits=1)
show("Same limit from tip gap", closing_direct, digits=1)
show("Half-width where opening ends", b_crit*np.sqrt(closing)*1e6, "um", 0)
show("Assumed interface toughness", toughness, "J/m2", 1)
show("Half-width for spreading", b_crit*np.sqrt(spread_ratio)*1e6, "um", 1)
show("Assumed oxide tensile strength", strength/1e9, "GPa", 1)
show("Half-width for oxide cracking", b_crit*np.sqrt(crack_ratio)*1e6, "um", 1)
show("Flexible-edge crest height", alloy_height*h*1e6, "um", 2)
show("Flexible-edge remaining compression", alloy_N*Ep/1e9, "GPa")
show("Flexible-edge G", alloy_G, "J/m2", 2)
show("Alloy-model opening limit", alloy_closing, digits=1)
show("Mismatch phase drift", np.degrees(phase_drift), "deg", 1)
show("Assumed alloy yield stress", yield_alloy/1e9, "GPa", 1)
show("Estimated alloy plastic zone", plastic_size*1e6, "um", 2)
show("Small-slope shortening error", slope_error*100, "%", 3)
show("Added growth compression", growth_stress/1e9, "GPa", 1)
show("Critical half-width with growth", b_growth*1e6, "um", 1)
print("all assertions hold")
```

It prints:

```
Oxide Young modulus (rough): 380 GPa
Oxide Poisson ratio (rough): 0.25
Alloy Young modulus (rough): 200 GPa
Alloy Poisson ratio (rough): 0.30
Scale thickness: 2.0 um
Expansion mismatch (rough): 4.0 1e-6/K
Cooling interval: 600 K
Plane-strain oxide modulus: 405.3 GPa
Initial compression: 1.216 GPa
Critical half-width: 33.1 um
Flat-patch half-width: 20.0 um
Flat-patch buckling stress: 3.334 GPa
Buckled-patch half-width: 40.0 um
Buckled-patch critical stress: 0.833 GPa
Compression / critical stress: 1.459
Crest height: 1.565 um
Crest height / thickness: 0.782
Edge moment per length: 1.304 mN
Moment load m/h: 1.129 GPa
Released compression p/h: 0.383 GPa
Largest face tension: 1.123 GPa
Energy release G: 3.51 J/m2
Maximum G over width: 4.86 J/m2
Half-width at maximum G: 57.4 um
Wide-strip limit of G: 3.65 J/m2
Computed omega from moment: 51.9 deg
Computed omega from force: 52.0 deg
Opening K_I: 0.652 MPa sqrt(m)
Shear |K_II|: 0.998 MPa sqrt(m)
Opening-zone length: 0.65 um
Mean opening stress in zone: 0.41 GPa
Opening ends at stress ratio: 7.5
Same limit from tip gap: 7.6
Half-width where opening ends: 91 um
Assumed interface toughness: 3.0 J/m2
Half-width for spreading: 38.3 um
Assumed oxide tensile strength: 0.5 GPa
Half-width for oxide cracking: 36.0 um
Flexible-edge crest height: 1.67 um
Flexible-edge remaining compression: 0.791 GPa
Flexible-edge G: 3.66 J/m2
Alloy-model opening limit: 13.2
Mismatch phase drift: 5.4 deg
Assumed alloy yield stress: 0.3 GPa
Estimated alloy plastic zone: 0.59 um
Small-slope shortening error: 0.071 %
Added growth compression: 0.2 GPa
Critical half-width with growth: 30.7 um
all assertions hold
```
